# Exact fixed nodes and hard-core bosons in one dimension: a numerical check

```python
"""Result under test: for like-spin fermions on an open line the ground state
vanishes only where two coordinates coincide. Fixed-node DMC with such a trial
function therefore has no nodal error, and the energy is that of bosons with a
point hard core. An additional trial node raises the energy.

Units: hbar = m = omega = 1 (trap energy hbar*omega, trap length l).
Pair repulsion: w(x) = STRENGTH / sqrt(x^2 + 1).
CI = configuration interaction in harmonic-oscillator determinants.
c = strength of a contact repulsion c*delta(x1-x2) between bosons.
"""
from itertools import combinations, permutations
from math import factorial, pi, sqrt
import numpy as np
import scipy.sparse as sparse
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.sparse.linalg import eigsh
from scipy.special import erf
import sympy as sp

STRENGTH = 2.0


def repulsion(x):
    return STRENGTH / np.sqrt(x * x + 1.0)


def oscillator_orbitals(count, x):
    phi = np.zeros((count,) + np.shape(x))
    phi[0] = pi ** -0.25 * np.exp(-x * x / 2)
    phi[1] = sqrt(2) * x * phi[0]
    for n in range(1, count - 1):
        phi[n + 1] = (sqrt(2 / (n + 1)) * x * phi[n]
                      - sqrt(n / (n + 1)) * phi[n - 1])
    return phi


def exchange_basis(levels, particles, fermions):
    """Columns: normalized (anti)symmetric products of distinct levels."""
    sets = np.array(list(combinations(range(levels), particles)))
    powers = levels ** np.arange(particles - 1, -1, -1)
    rows, cols, vals = [], [], []
    for perm in permutations(range(particles)):
        parity = round(np.linalg.det(np.eye(particles)[list(perm)]))
        sign = parity if fermions else 1
        rows.append(sets[:, list(perm)] @ powers)
        cols.append(np.arange(len(sets)))
        vals.append(np.full(len(sets), sign / sqrt(factorial(particles))))
    basis = sparse.csr_matrix(
        (np.concatenate(vals), (np.concatenate(rows), np.concatenate(cols))),
        shape=(levels ** particles, len(sets)))
    return sets, basis


def fermion_ci(levels, particles):
    x = np.linspace(-10, 10, 201)
    step = x[1] - x[0]
    phi = oscillator_orbitals(levels, x)
    products = (phi[:, None, :] * phi[None, :, :]).reshape(levels**2, -1) * step
    pair = products @ repulsion(x[:, None] - x[None, :]) @ products.T
    pair = pair.reshape((levels,) * 4).transpose(0, 2, 1, 3)
    pair = sparse.csr_matrix(pair.reshape(levels**2, levels**2))
    pair = sparse.kron(pair, sparse.identity(levels ** (particles - 2)), "csr")
    sets, basis = exchange_basis(levels, particles, True)
    pairs = particles * (particles - 1) / 2
    matrix = pairs * (basis.T @ pair @ basis).toarray()
    matrix += np.diag((sets + 0.5).sum(axis=1))
    energies, vectors = np.linalg.eigh((matrix + matrix.T) / 2)
    return energies, vectors, sets, matrix[0, 0]


def sector_energy(intervals, half_width=5.5):
    """Three particles, x1<x2<x3, zero wave function on the boundary."""
    grid = np.linspace(-half_width, half_width, intervals + 1)[1:-1]
    step = grid[1] - grid[0]
    n = len(grid)
    sites = np.array(list(combinations(range(n), 3)))
    label = -np.ones((n + 1,) * 3, dtype=int)
    label[tuple(sites.T)] = np.arange(len(sites))
    a, b, c = grid[sites].T
    diagonal = (3 / step**2 + (a*a + b*b + c*c) / 2
                + repulsion(b - a) + repulsion(c - b) + repulsion(c - a))
    hop = sparse.csr_matrix((len(sites), len(sites)))
    for axis in range(3):
        moved = sites.copy()
        moved[:, axis] += 1
        target = label[tuple(moved.T)]
        keep = np.flatnonzero(target >= 0)
        hop = hop + sparse.csr_matrix(
            (np.full(len(keep), -0.5 / step**2), (keep, target[keep])),
            shape=hop.shape)
    matrix = (sparse.diags(diagonal) + hop + hop.T).tocsr()
    start = (b - a) * (c - b) * (c - a) * np.exp(-(a*a + b*b + c*c) / 2)
    value = eigsh(matrix, k=1, which="SA", v0=start, ncv=40, tol=1e-9,
                  return_eigenvectors=False)[0]
    return value, step


def dmc(extra_node, seed, walkers=1000, tau=0.01, warmup=600,
        blocks=16, block_steps=300):
    """Fixed-node DMC; extra_node multiplies the trial function by x1+x2+x3."""
    rng = np.random.default_rng(seed)
    x = np.array([[-1.5], [0.0], [1.5]]) + 0.5
    x = np.sort(x + 0.2 * rng.standard_normal((3, walkers)), axis=0)

    def trial_data(y):
        a, b, c = y[1] - y[0], y[2] - y[1], y[2] - y[0]
        total = y.sum(axis=0)
        drift = -y
        drift[0] -= 1 / a + 1 / c
        drift[1] += 1 / a - 1 / b
        drift[2] += 1 / b + 1 / c
        log_psi = np.log(np.abs(a * b * c)) - (y * y).sum(axis=0) / 2
        energy = 4.5 + repulsion(a) + repulsion(b) + repulsion(c)
        if extra_node:
            drift += 1 / total
            log_psi += np.log(np.abs(total))
            energy += 1.0
        # smooth limit on the drift close to a node
        drift *= 2 / (1 + np.sqrt(1 + 2 * tau * (drift**2).sum(axis=0)))
        return drift, log_psi, energy, (a > 0) & (b > 0), total

    drift, log_psi, energy, _, total = trial_data(x)
    history = []
    for _ in range(warmup + blocks * block_steps):
        kick = sqrt(tau) * rng.standard_normal((3, walkers))
        new = x + tau * drift + kick
        drift2, log_psi2, energy2, ordered, total2 = trial_data(new)
        back = x - new - tau * drift2
        log_ratio = (2 * (log_psi2 - log_psi)
                     + ((kick**2).sum(axis=0) - (back**2).sum(axis=0)) / (2*tau))
        accept = ordered & (np.log(1 - rng.random(walkers)) < log_ratio)
        if extra_node:
            accept &= total * total2 > 0
        old_energy = energy
        x = np.where(accept, new, x)
        drift = np.where(accept, drift2, drift)
        log_psi = np.where(accept, log_psi2, log_psi)
        energy = np.where(accept, energy2, energy)
        total = np.where(accept, total2, total)
        mean_energy = (old_energy + energy) / 2
        weight = np.exp(-tau * (mean_energy - mean_energy.mean()))
        history.append((weight @ energy) / weight.sum())
        ladder = np.cumsum(weight)
        comb = (np.arange(walkers) + rng.random()) / walkers
        pick = np.searchsorted(ladder / ladder[-1], comb)
        x, drift = x[:, pick], drift[:, pick]
        log_psi, energy, total = log_psi[pick], energy[pick], total[pick]
    means = np.array(history[warmup:]).reshape(blocks, block_steps).mean(axis=1)
    return means.mean(), means.std(ddof=1) / sqrt(blocks)


def ring_energy(points, particles, fermions):
    """Periodic ring of length 1; distinct sites only (point hard core)."""
    one = np.eye(points)
    kinetic = points**2 / 2 * (2 * one - np.roll(one, 1, 0) - np.roll(one, -1, 0))
    kinetic = sparse.csr_matrix(kinetic)
    matrix = sparse.csr_matrix((points**particles,) * 2)
    for k in range(particles):
        left = sparse.identity(points**k)
        right = sparse.identity(points ** (particles - 1 - k))
        matrix = matrix + sparse.kron(sparse.kron(left, kinetic), right, "csr")
    _, basis = exchange_basis(points, particles, fermions)
    return np.linalg.eigvalsh((basis.T @ matrix @ basis).toarray())[0]


# Local energies of the two trial functions without the pair repulsion.
s = sp.symbols("x1:4", real=True)
vandermonde = (s[1] - s[0]) * (s[2] - s[1]) * (s[2] - s[0])
gaussian = sp.exp(-sum(v**2 for v in s) / 2)
local_energies = []
for factor in (sp.Integer(1), sum(s)):
    psi = vandermonde * factor * gaussian
    h_psi = sum(-sp.diff(psi, v, 2) / 2 + v**2 * psi / 2 for v in s)
    local_energies.append(sp.simplify(h_psi / psi))
assert local_energies == [sp.Rational(9, 2), sp.Rational(11, 2)]
# Determinant of powers 0, 1, 3 has the additional factor x1+x2+x3.
powers_013 = sp.Matrix(3, 3, lambda i, j: s[j] ** (0, 1, 3)[i]).det()
assert sp.expand(powers_013 - vandermonde * sum(s)) == 0

# Three interacting fermions: CI against the ordered-sector problem.
ci_small = fermion_ci(14, 3)[0][0]
ci_energies, ci_vectors, ci_sets, trial_energy = fermion_ci(18, 3)
ci_ground = ci_energies[0]
assert abs(ci_small - ci_ground) < 1e-3
coarse, step_coarse = sector_energy(44)
fine, step_fine = sector_energy(55)
sector = ((fine * step_coarse**2 - coarse * step_fine**2)
          / (step_coarse**2 - step_fine**2))
# remaining grid error is of fourth order in the spacing
assert abs(sector - ci_ground) < 2e-3
# centre-of-mass excitation costs one trap quantum
assert abs(ci_energies[1] - ci_ground - 1) < 2e-3

# Sign of CI states relative to the coincidence-node trial function.
rng = np.random.default_rng(5)
points = rng.standard_normal((3, 800))
points *= sqrt(6) * rng.random(800) ** (1 / 3) / np.linalg.norm(points, axis=0)
orbitals = oscillator_orbitals(18, points)
A, B, C = (orbitals[ci_sets[:, k]] for k in range(3))
dets = (A[:, 0] * (B[:, 1] * C[:, 2] - B[:, 2] * C[:, 1])
        - A[:, 1] * (B[:, 0] * C[:, 2] - B[:, 2] * C[:, 0])
        + A[:, 2] * (B[:, 0] * C[:, 1] - B[:, 1] * C[:, 0]))
p, q, r = points
trial = (q - p) * (r - q) * (r - p) * np.exp(-(points**2).sum(axis=0) / 2)
ground_ratio = ci_vectors[:, 0] @ dets / trial
ground_ratio /= ground_ratio.mean()
excited_ratio = ci_vectors[:, 1] @ dets / trial
excited_ratio /= np.abs(excited_ratio).mean()
assert ground_ratio.min() > 0
assert excited_ratio.min() < 0 < excited_ratio.max()

# Fixed-node DMC with correct nodes and with one additional node.
dmc_good, err_good = dmc(False, 11)
dmc_bad, err_bad = dmc(True, 12)
# 0.004 allows for the finite time step and finite population
assert abs(dmc_good - ci_ground) < 5 * err_good + 0.004
assert abs(dmc_bad - ci_ground - 1) < 5 * err_bad + 0.004
assert trial_energy - dmc_good > 10 * err_good
assert dmc_bad - dmc_good > 10 * (err_good + err_bad)

# Two bosons with a finite contact repulsion, in the relative coordinate.
x = np.linspace(-10, 10, 2001)
h = x[1] - x[0]
potential = 2 / h**2 + x**2 / 4 + repulsion(x)
off = np.full(len(x) - 1, -1 / h**2)
values, vectors = eigh_tridiagonal(potential, off, select="i",
                                   select_range=(0, 1))
pair_fermion = values[1] + 0.5
odd = vectors[:, 1] / sqrt(h)
slope = (odd[1001] - odd[999]) / (2 * h)
pair_ci = fermion_ci(18, 2)[0][0]
assert abs(pair_fermion - pair_ci) < 1e-3
contact = {}
for c_value in (1, 10, 100, 1000):
    with_contact = potential.copy()
    with_contact[1000] += c_value / h
    lowest = eigh_tridiagonal(with_contact, off, eigvals_only=True,
                              select="i", select_range=(0, 0))[0]
    contact[c_value] = lowest + 0.5
contact_list = list(contact.values())
assert np.all(np.diff(contact_list) > 0) and contact_list[-1] < pair_fermion
limit_coefficient = 1000 * (pair_fermion - contact[1000])
assert abs(limit_coefficient / (4 * slope**2) - 1) < 0.01

# Momentum density at k=0 for the pair without w: mapping changes it.
y = np.linspace(-8, 8, 801)
dy = y[1] - y[0]
psi_f = (y[:, None] - y) * np.exp(-(y[:, None]**2 + y**2) / 2) / sqrt(pi)
zero_f = ((psi_f.sum(axis=0) * dy) ** 2).sum() * dy / pi
zero_b = ((np.abs(psi_f).sum(axis=0) * dy) ** 2).sum() * dy / pi
exact_b = quad(lambda t: np.exp(-t*t) * (2 * np.exp(-t*t / 2)
               + sqrt(2*pi) * t * erf(t / sqrt(2)))**2, -8, 8)[0] / pi**2
assert abs(zero_f - 1 / sqrt(pi)) < 1e-6
assert abs(zero_b - exact_b) < 1e-3 and zero_b > 1.2 * zero_f

# Rings: equality for three particles, failure for two.
ring = {(n, f): ring_energy(m, n, f)
        for n, m in ((2, 24), (3, 18)) for f in (True, False)}
assert abs(ring[3, True] - ring[3, False]) < 1e-7
assert abs(ring[2, True] / (2 * pi**2) - 1) < 0.02
assert abs(ring[2, False] / pi**2 - 1) < 0.02
assert abs(ring[3, True] / (4 * pi**2) - 1) < 0.02

E = "hbar*omega"
print(f"pair repulsion strength: {STRENGTH:.1f} {E}; softening length: 1 l")
print(f"trial local energy without w: {float(local_energies[0]):.1f} {E}")
print(f"same with additional node: {float(local_energies[1]):.1f} {E}")
print("THREE INTERACTING FERMIONS")
print(f"trial determinant, variational energy: {trial_energy:.5f} {E}")
print(f"CI ground energy, 14 orbitals: {ci_small:.6f} {E}")
print(f"CI ground energy, 18 orbitals: {ci_ground:.6f} {E}")
print(f"CI first excitation energy: {ci_energies[1] - ci_ground:.6f} {E}")
print(f"ordered sector, spacing {step_coarse:.2f} l: {coarse:.5f} {E}")
print(f"ordered sector, spacing {step_fine:.2f} l: {fine:.5f} {E}")
print(f"ordered sector, extrapolated: {sector:.5f} {E}")
print("DMC: 1000 walkers, time step 0.01 /omega, 16 blocks of 300 steps")
print(f"fixed-node DMC, coincidence nodes: {dmc_good:.4f} {E}")
print(f"  standard error: {err_good:.4f} {E}")
print(f"fixed-node DMC, additional node: {dmc_bad:.4f} {E}")
print(f"  standard error: {err_bad:.4f} {E}")
print(f"  energy raised by: {dmc_bad - dmc_good:.4f} {E}")
print("CI state / trial function at 800 points with sum x^2 < 6 l^2")
print(f"  ground, min and max (mean 1): {ground_ratio.min():.3f}, "
      f"{ground_ratio.max():.3f}")
print(f"  excited, min and max (mean size 1): {excited_ratio.min():.3f}, "
      f"{excited_ratio.max():.3f}")
print("TWO PARTICLES WITH w; BOSONS ALSO HAVE CONTACT STRENGTH c")
print(f"fermion energy, relative-coordinate grid: {pair_fermion:.5f} {E}")
print(f"fermion energy, CI: {pair_ci:.5f} {E}")
for c_value, value in contact.items():
    print(f"boson energy, c = {c_value} {E}*l: {value:.5f} {E}")
print(f"c*(E_F-E_B) at c=1000: {limit_coefficient:.4f} {E}^2*l")
print(f"4*(slope at contact)^2: {4 * slope**2:.4f} {E}^2*l")
print("TWO PARTICLES WITHOUT w: MOMENTUM DENSITY AT k=0")
print(f"fermions: {zero_f:.4f} l; hard-core bosons: {zero_b:.4f} l")
print("PERIODIC RING OF LENGTH L, NO w, energies in hbar^2/(m L^2)")
for n, m in ((2, 24), (3, 18)):
    print(f"N={n}, {m} grid points: fermions {ring[n, True]:.4f}, "
          f"hard-core bosons {ring[n, False]:.4f}")
print(f"continuum N=2: fermions {2*pi**2:.4f}, bosons {pi**2:.4f}")
print(f"continuum N=3: both {4*pi**2:.4f}")
print("done: every assertion held")
```

Running it gives:

```
pair repulsion strength: 2.0 hbar*omega; softening length: 1 l
trial local energy without w: 4.5 hbar*omega
same with additional node: 5.5 hbar*omega
THREE INTERACTING FERMIONS
trial determinant, variational energy: 7.72078 hbar*omega
CI ground energy, 14 orbitals: 7.591008 hbar*omega
CI ground energy, 18 orbitals: 7.591004 hbar*omega
CI first excitation energy: 1.000001 hbar*omega
ordered sector, spacing 0.25 l: 7.56602 hbar*omega
ordered sector, spacing 0.20 l: 7.57504 hbar*omega
ordered sector, extrapolated: 7.59108 hbar*omega
DMC: 1000 walkers, time step 0.01 /omega, 16 blocks of 300 steps
fixed-node DMC, coincidence nodes: 7.5869 hbar*omega
  standard error: 0.0041 hbar*omega
fixed-node DMC, additional node: 8.5922 hbar*omega
  standard error: 0.0039 hbar*omega
  energy raised by: 1.0053 hbar*omega
CI state / trial function at 800 points with sum x^2 < 6 l^2
  ground, min and max (mean 1): 0.588, 1.621
  excited, min and max (mean size 1): -2.247, 2.177
TWO PARTICLES WITH w; BOSONS ALSO HAVE CONTACT STRENGTH c
fermion energy, relative-coordinate grid: 3.08509 hbar*omega
fermion energy, CI: 3.08510 hbar*omega
boson energy, c = 1 hbar*omega*l: 2.70251 hbar*omega
boson energy, c = 10 hbar*omega*l: 3.00236 hbar*omega
boson energy, c = 100 hbar*omega*l: 3.07605 hbar*omega
boson energy, c = 1000 hbar*omega*l: 3.08418 hbar*omega
c*(E_F-E_B) at c=1000: 0.9120 hbar*omega^2*l
4*(slope at contact)^2: 0.9129 hbar*omega^2*l
TWO PARTICLES WITHOUT w: MOMENTUM DENSITY AT k=0
fermions: 0.5642 l; hard-core bosons: 1.1379 l
PERIODIC RING OF LENGTH L, NO w, energies in hbar^2/(m L^2)
N=2, 24 grid points: fermions 19.6267, hard-core bosons 9.8555
N=3, 18 grid points: fermions 39.0792, hard-core bosons 39.0792
continuum N=2: fermions 19.7392, bosons 9.8696
continuum N=3: both 39.4784
done: every assertion held
```
